# Stripe Domains on One Electrode and in a Freestanding Double Film

Suppose that the stripe width of a ferroelectric film on a metal is to be calculated from a formula for a freestanding film. One must decide which thickness to insert: the film's own thickness \(d\), or \(2d\). In the square-root regime the choice changes the width by a factor \(\sqrt2\). If a known width in that regime is used to infer the domain-wall energy, it changes that energy by a factor 2. The theorem below settles the choice for an ideal electrode, and its proof shows what a real electrode must do for the answer to hold.

## Assumptions and statement

The film fills \(0<z<d\). Its spontaneous polarization is \(+P\) or \(-P\) along \(z\), in stripes of equal width \(w\), so that the period along \(x\) is \(2w\). The walls are straight, cross the whole film and cost an energy \(\gamma\) per wall area. \(P\) is rigid. The remaining polarization \(\mathbf p\) responds linearly, \(p_i=\varepsilon_0(\varepsilon_i-1)E_i\), with principal axes along \(x\) and \(z\). Vacuum lies above the film. The lower face touches a neutral ideal conductor, whose potential is set to zero.

Let \(F_{\rm el}(w;d)\) be the energy per film area. Let \(F_{\rm free}(w;D)\) be the same quantity for a film of thickness \(D\) of the same material with vacuum on both sides.

**Theorem.** For every \(w\) and \(d\),
\[
F_{\rm el}(w;d)=\tfrac12F_{\rm free}(w;2d).
\]
The two films therefore have the same equilibrium width.

The second sentence follows from the first, because a factor \(\tfrac12\) that does not depend on \(w\) cannot move a minimum.

## Lemma 1: the energy is carried by the face charges

The spontaneous polarization has the bound charge density \(\rho=-\nabla\cdot\mathbf P_s\). This is \(+\sigma(x)\) on the top face and \(-\sigma(x)\) on the bottom face, where \(\sigma=\pm P\) follows the stripes. The vertical walls carry no charge. Field energy and the cost of the linear response add up to the density
\[
\frac{\varepsilon_0}{2}E^2+\sum_i\frac{p_i^2}{2\varepsilon_0(\varepsilon_i-1)}
=\frac{\varepsilon_0}{2}\sum_i\varepsilon_iE_i^2 .
\]
With \(\mathbf E=-\nabla\phi\), Gauss's law reads \(\varepsilon_0\nabla\cdot(\varepsilon\nabla\phi)=-\rho\). Now use
\[
\nabla\phi\cdot\varepsilon\nabla\phi=\nabla\cdot(\phi\,\varepsilon\nabla\phi)-\phi\,\nabla\cdot(\varepsilon\nabla\phi)
\]
and integrate over one period. The divergence term vanishes: the sides cancel by periodicity, the potential of a charge with zero mean decays far away, and \(\phi=0\) on the conductor. With \(\langle\cdot\rangle\) the average over \(x\), the electrostatic energy per area is
\[
U=\tfrac12\Big\langle\int\rho\,\phi\,dz\Big\rangle .
\]

## Lemma 2: the mirror problem

*The potential of the film on the electrode equals, for \(z>0\), that of a freestanding film filling \(-d<z<d\) with charge \(+\sigma\) at \(z=d\) and \(-\sigma\) at \(z=-d\).*

*Proof.* Consider first the bottom charge \(-\sigma\), placed at a small height \(\zeta\) above the conductor. Its image is \(+\sigma\) at \(-\zeta\). As \(\zeta\to0\) the two coincide and cancel, so this charge produces no field. The top charge \(+\sigma\) at \(z=d\) has the image \(-\sigma\) at \(z=-d\). Since the film is a dielectric, its permittivity must be reflected as well. What remains is the charge and permittivity of a freestanding film of thickness \(2d\) with the same polarization pattern.

It must be shown that this mirror problem meets the electrode's boundary condition. Let \(\Phi(x,z)\) be its potential. Reflection in \(z=0\) leaves the permittivity unchanged and reverses the charge, so \(-\Phi(x,-z)\) solves the same equation as \(\Phi(x,z)\). Two decaying solutions differ by a function \(u\) with \(\nabla\cdot(\varepsilon\nabla u)=0\). The integration by parts of Lemma 1 gives \(\int\nabla u\cdot\varepsilon\nabla u=0\), so \(u\) is constant, and decay makes it zero. Hence
\[
\Phi(x,-z)=-\Phi(x,z),\qquad \Phi(x,0)=0 .
\]
In \(z>0\), \(\Phi\) thus obeys the same equation and the same boundary conditions as the electrode potential \(\phi\). The same uniqueness argument, applied to the half-space, gives \(\Phi=\phi\) there. ∎

## Proof of the theorem

On the electrode the bottom charge sits at \(\phi=0\) and contributes nothing to Lemma 1:
\[
U_{\rm el}(w;d)=\tfrac12\langle\sigma\,\phi(d)\rangle .
\]
In the double film both faces contribute, and equally, since \(\Phi\) is odd:
\[
U_{\rm free}(w;2d)=\tfrac12\langle\sigma\Phi(d)\rangle+\tfrac12\langle(-\sigma)\Phi(-d)\rangle
=\langle\sigma\,\phi(d)\rangle=2U_{\rm el}(w;d).
\]
There is one wall per length \(w\), so a film of thickness \(t\) has wall area \(t/w\) per film area. Therefore
\[
F_{\rm free}(w;2d)=\frac{2\gamma d}{w}+2U_{\rm el}(w;d)=2F_{\rm el}(w;d).\qquad ∎
\]

The factor \(\tfrac12\) has a plain meaning. Image charges reproduce the field above the electrode, but the region below is metal and stores no field energy. The double film has a real lower half, with its own field and its own walls.

**Remark.** The proof uses the stripe shape only to count wall area. It holds for any pattern with vertical walls whose \(\sigma\) is periodic with zero mean, if the same pattern is placed in both films and reflection in \(z\) leaves the permittivity unchanged.

A finite-volume solution of Poisson's equation, which uses neither images nor harmonics, tests Lemma 2 and the factor 2 between the energies. In units \(P=\varepsilon_0=d=1\), with \(\varepsilon_x=6\), \(\varepsilon_z=3\) and \(w=3\), the upper half of the double film and the film on the electrode have the same potential to within \(6\times10^{-14}\) of its largest value. The ratio of the electrostatic energies, both evaluated from the face charges as in Lemma 1, is 2.000000.

## The energy by harmonics

An explicit solution yields the widths and also covers an imperfect electrode. Let a vacuum gap \(\lambda\) separate the film from the conductor: \(\lambda=0\) is the ideal contact and \(\lambda\to\infty\) the freestanding film. Measured from a domain centre, the square wave is
\[
\sigma(x)=\sum_{n\ \rm odd}(-1)^{(n-1)/2}\sigma_n\cos k_nx,\qquad \sigma_n=\frac{4P}{\pi n},\quad k_n=\frac{n\pi}{w}.
\]
Take one harmonic \(k\), with charge amplitude \(\sigma_k\) and face potentials \(\phi_t\) (top) and \(\phi_b\) (bottom). Inside the film \(\varepsilon_z\phi''=\varepsilon_xk^2\phi\), so with \(s=\sqrt{\varepsilon_x/\varepsilon_z}\)
\[
\phi(z)=\frac{\phi_t\sinh(skz)+\phi_b\sinh(sk(d-z))}{\sinh(skd)} .
\]
Write \(C=\coth(skd)\), \(S=1/\sinh(skd)\) and \(\kappa=\varepsilon_zs=\sqrt{\varepsilon_x\varepsilon_z}\). The slopes at the inner faces are
\[
\varepsilon_z\phi'(d^-)=\kappa k(C\phi_t-S\phi_b),\qquad \varepsilon_z\phi'(0^+)=\kappa k(S\phi_t-C\phi_b).
\]
Above the film \(\phi\propto e^{-kz}\), with slope \(-k\phi_t\) at the face. In the gap \(\phi\propto\sinh(k(z+\lambda))\), with slope \(kY\phi_b\), where \(Y=\coth(k\lambda)\). At each face, \(\varepsilon_0\) times (\(\varepsilon_z\phi'\) below minus \(\varepsilon_z\phi'\) above) equals the surface charge, with \(\varepsilon_z=1\) in vacuum:
\[
(\kappa C+1)\phi_t-\kappa S\phi_b=\frac{\sigma_k}{\varepsilon_0k},\qquad
(\kappa C+Y)\phi_b-\kappa S\phi_t=-\frac{\sigma_k}{\varepsilon_0k}.
\]

*Ideal electrode.* As \(Y\to\infty\) the second equation forces \(\phi_b\to0\), and the first gives
\[
\phi_t=\frac{\sigma_k}{\varepsilon_0k\,[1+\kappa\coth(skd)]}.
\]

*Freestanding film.* With \(Y=1\), adding the equations gives \((\kappa C+1-\kappa S)(\phi_t+\phi_b)=0\). Since \(C>S\), \(\phi_b=-\phi_t\), and the first equation becomes \([1+\kappa(C+S)]\phi_t=\sigma_k/\varepsilon_0k\). But
\[
C+S=\frac{\cosh(skd)+1}{\sinh(skd)}=\coth\frac{skd}{2},
\]
so each face has the potential of an electrode film of half the thickness. This recovers the theorem without images.

Since \(\cos^2\) averages to \(\tfrac12\), \(U_{\rm el}=\tfrac14\sum\sigma_n\phi_{t,n}\), or
\[
U_{\rm el}=\frac{4P^2w}{\pi^3\varepsilon_0}\sum_{n\ \rm odd}\frac{1}{n^3\,[1+\kappa\coth(n\pi sd/w)]}.
\]

For \(\varepsilon_x=\varepsilon_z=1\) the images can be read off directly. A charged sheet produces \(\sigma_ke^{-k|z|}/(2\varepsilon_0k)\) at distance \(|z|\), and the image lies \(2d\) away, so \(\phi_t=\sigma_k(1-e^{-2kd})/(2\varepsilon_0k)\). The general formula agrees, because \(1/(1+\coth x)=e^{-x}\sinh x=(1-e^{-2x})/2\).

## Corollary: thick films

When \(w\ll\pi sd\), every \(\coth\) is close to 1. With \(\sum_{\rm odd}n^{-3}=\tfrac78\zeta(3)\),
\[
F_{\rm el}\simeq\frac{\gamma d}{w}+Aw,\qquad A=\frac{7\zeta(3)P^2}{2\pi^3\varepsilon_0(1+\kappa)} .
\]
Setting the derivative \(-\gamma d/w^2+A\) to zero gives Kittel's square-root law,
\[
w_{\rm el}^2=\frac{\gamma d}{A}=\frac{2\pi^3\varepsilon_0(1+\kappa)\gamma d}{7\zeta(3)P^2}.
\]
By the theorem, a freestanding film of thickness \(d\) behaves as an electrode film of thickness \(d/2\), so \(w_{\rm free}^2\) is half as large. At equal thickness, and in this regime, the film on the electrode has stripes \(\sqrt2\) times wider: it pays for one charged face instead of two.

## Thin films: the identity survives, the ratio does not

As \(w\) grows, \(\coth(n\pi sd/w)\) grows too. Apart from a constant positive factor, each term of \(U_{\rm el}\) has the form \(w\,g(w)\) with \(g=1/[1+\kappa\coth(n\pi sd/w)]\) decreasing, so its slope \(g+wg'\) lies below \(g\), which itself lies below the thick-film value \(1/(1+\kappa)\). Hence \(dU_{\rm el}/dw<A\). The equilibrium condition \(w^2=\gamma d/(dU_{\rm el}/dw)\) then puts the width above Kittel's value. For \(w\gg\pi sd\), \(\kappa\coth(skd)\simeq\varepsilon_z/(kd)\) in the leading harmonics. When this exceeds 1 by far, the sum tends to
\[
U_{\rm el}\to\frac{4P^2d}{\pi^2\varepsilon_0\varepsilon_z}\sum_{n\ \rm odd}\frac1{n^2}=\frac{P^2d}{2\varepsilon_0\varepsilon_z},
\]
the energy of a uniform depolarizing field. It no longer depends on \(w\), so little is left to oppose the removal of walls.

The reduced-unit film above, with \(\gamma=0.2\), shows the consequence. The width is 3.68 on the electrode and 3.68 for the freestanding film of thickness 2, but 14.5 for the freestanding film of thickness 1. The ratio at equal thickness is 0.25 instead of \(\sqrt2\): here the electrode makes the stripes narrower. The theorem explains the reversal. The freestanding film of thickness 1 is equivalent to an electrode film of thickness \(\tfrac12\), which lies deeper in the thin regime: at equilibrium its field energy is 90 % of the uniform-field limit, against 50 % for the electrode film of thickness 1. Minimizing the grid energies gives 3.65 for both equivalent films, 0.8 % below the series value.

In this case and in the example below, a scan of \(w\) from 0.05 to 200 film thicknesses found a single minimum, both on the electrode and freestanding. If there were several, the theorem would still match them one by one.

## Worked example

Take the round values \(P=50\ \mu\mathrm{C/cm^2}\), \(\gamma=100\ \mathrm{mJ/m^2}\), \(\varepsilon_x=120\), \(\varepsilon_z=30\) and \(d=10\) nm. Then \(\kappa=\sqrt{3600}=60\), \(s=2\), and in SI units
\[
w_{\rm el}^2=\frac{62.01\times8.854\times10^{-12}\times61\times0.100\times10^{-8}}{8.414\times0.50^2}\ \mathrm{m^2}=1.592\times10^{-17}\ \mathrm{m^2},
\]
so \(w_{\rm el}=3.99\) nm. Minimizing the full series gives 3.99 nm on the electrode, 3.99 nm for the freestanding 20 nm film and 2.82 nm for the freestanding 10 nm film. The thick-film form is justified, since \(\pi sd=63\) nm is far above \(w\).

The wall energy is \(\gamma d/w=0.100\times10/3.99=0.251\ \mathrm{J/m^2}\). The field energy is the same, as \(\gamma d/w=Aw\) requires at the minimum. The total is 501 mJ/m² on the electrode and 1002 mJ/m² in the double film.

The minimum is shallow. As long as \(w=rw_{\rm el}\) stays well below \(\pi sd\), the energy is \((r+1/r)/2\) times its minimum, so a width 20 % too large costs 1.7 % of the total. Pinned walls can therefore hold a film away from the equilibrium width at little cost in energy.

## When the electrode is not ideal

A real electrode screens over a finite distance. Its effective screening length \(\lambda\) is defined by the potential drop \(\lambda q/\varepsilon_0\) for a screening charge \(q\) per area, which is the drop across a vacuum gap \(\lambda\) when \(k\lambda\ll1\). The gap stands in for the electrode only if the screening charge is also confined to a depth \(l\) with \(kl\ll1\). In an electrode of background permittivity \(\varepsilon_m\), \(\lambda=l/\varepsilon_m\), so this condition is the stricter one. In a thick film \(S\to0\) and \(C\to1\), so the two faces decouple:
\[
\phi_t=\frac{\sigma_k}{\varepsilon_0k(\kappa+1)},\qquad
\phi_b=-\frac{\sigma_k}{\varepsilon_0k(\kappa+\coth k\lambda)}\simeq-\frac{\sigma_k\lambda}{\varepsilon_0(1+\kappa k\lambda)} .
\]
The ratio of bottom to top energy in this harmonic is
\[
\frac{|\phi_b|}{\phi_t}\simeq\frac{(\kappa+1)k\lambda}{1+\kappa k\lambda}.
\]
For large \(\kappa\), the ideal limit of a thick film thus needs \(\kappa k_1\lambda\ll1\), with \(k_1=\pi/w\). It is not enough that \(\lambda\) be small compared with \(w\). The film's own permittivity already screens the bottom charge well, and the metal must do much better. Because \(|\phi_b|\) increases with \(w\), the extra energy favours narrower stripes in a thick film. In a thin film the two faces are coupled, so neither the criterion nor the direction of the change can be taken over from this estimate.

In the example, with all else fixed, \(\lambda=0.002\) nm gives \(\kappa k_1\lambda=0.09\) and a width 0.6 % below the ideal one. For \(\lambda=0.02\) nm the product is 0.94 and the width falls by 12 %, to 3.51 nm. For \(\lambda=0.1\) nm it falls by 25 %, to 3.00 nm, close to the freestanding 2.82 nm.

## The model beside real films

The parameters are rough values for a tetragonal perovskite titanate film on a metallic oxide. Effective screening lengths of such contacts are, as an order of magnitude, hundredths of a nanometre, so the equality of widths should be expected to fail noticeably: in this example by 6 % for \(\lambda=0.01\) nm and by about 20 % for \(\lambda=0.05\) nm. Charge adsorbed on the open face can matter more. The face carries 3.1 elementary charges per nm², and if adsorbates cancel half of it the width on an ideal electrode doubles to 7.98 nm, while imperfect screening at the lower face makes the increase smaller; the equality then requires both faces of the freestanding film to be screened likewise. Walls of finite thickness, with profile \(\tanh(x/\xi)\) and \(\xi=0.4\) nm, lower the width by 3 % in both equivalent films. The weakest assumption is rigid \(P\) with linear response. In the top 0.4 nm at a domain centre the mean field is 15 MV/cm, far above the rough few MV/cm at which such films break down, though the first harmonic falls by a factor \(e\) over a depth of 0.6 nm. The field opposes \(P\) and induces a polarization of 0.77 \(P\) there, too much for a linear law to be trusted. A quartic double well with the same \(P\) and \(\varepsilon_z\) has the intrinsic coercive field \(P/[3\sqrt3\,\varepsilon_0(\varepsilon_z-1)]=3.7\) MV/cm, which the field of the rigid model exceeds down to a depth of about 1.2 nm. With such a well and a gradient term fitted to \(\gamma\), the polarization falls almost to zero at the open face and the width rises to roughly 5 nm. If both permittivities were doubled, the width would be 5.62 nm. In the rigid model the top-face potential differs by 2.7 V between the centres of neighbouring domains, close to a rough band gap of 3 eV, so electronic charge transfer may add screening. The 3.99 nm is thus an estimate of scale, while the equality of the two widths is exact within the stated model.

## Computed results

```
TESTS, reduced units (thin film: eps_x=6 eps_z=3 gamma=0.2 d=1)
grid: mirror error of potential, relative: 5.8e-14
grid: U_double / U_electrode at w=3: 2.000000
series against grid, largest energy error: 0.16 %
series against Coulomb integral, relative: 1.7e-08
energy identity, largest relative error: 2.0e-15
width, electrode d=1: 3.6770 (grid 3.6463)
width, freestanding 2d: 3.6770 (grid 3.6463)
width, freestanding d: 14.4882
ratio electrode/freestanding at equal d: 0.2538
EXAMPLE, model inputs
P = 50 uC/cm2, gamma = 100 mJ/m2
eps_x = 120, eps_z = 30, kappa = 60.0, d = 10 nm
EXAMPLE, results
width on electrode, d: 3.9902 nm
width freestanding, 2d: 3.9902 nm
width freestanding, d: 2.8215 nm
Kittel closed form on electrode: 3.9902 nm
ratio electrode/freestanding at equal d: 1.41421
wall energy on electrode: 250.61 mJ/m2
field energy on electrode: 250.61 mJ/m2
total energy on electrode, d: 501.22 mJ/m2
total energy freestanding, 2d: 1002.45 mJ/m2
d =  5 nm: width electrode 2.822 nm, freestanding 2d 2.822 nm
d = 20 nm: width electrode 5.643 nm, freestanding 2d 5.643 nm
d = 40 nm: width electrode 7.980 nm, freestanding 2d 7.980 nm
NEGLECTED EFFECTS, sized for the example
screening length 0.002 nm: kappa k1 lambda = 0.094, width 3.968 nm (-0.6 %)
screening length 0.020 nm: kappa k1 lambda = 0.945, width 3.512 nm (-12.0 %)
screening length 0.100 nm: kappa k1 lambda = 4.724, width 3.003 nm (-24.7 %)
top-face charge: 3.12 e/nm2
width if adsorbates cancel half of it: 7.980 nm
wall half-width 0.4 nm: width 3.862 nm (-3.2 %), freestanding 2d 3.862 nm
mean field in top 0.4 nm at domain centre: 14.92 MV/cm
induced polarization there / P: 0.766
decay depth of first harmonic: 0.635 nm
width if both permittivities double: 5.620 nm
surface potential span: 2.743 V (rough band gap taken as 3 eV)
energy penalty for a width 20 % too large: 1.67 %
```
